# When a photoelectron intensity ratio fits two film thicknesses: a numerical check

```python
"""Photoelectron film thickness from the ratio of a film line B to a line A.

Result under test: with x = d/(L_B cos(theta)), k = L_B/L_A and
r = (I_B/I_A)/R_inf,
    r = f(x) = (1 - exp(-x)) / (c + (1 - c) exp(-k x)).
c is the A intensity of a thick film over that of the bare substrate.
R_inf is the thick-film B intensity over the bare-substrate A intensity.
Two thicknesses fit one ratio only if c > 1, k < 1 and 1/c < r < max f.
For c = 0 (line A from the substrate alone) the thickness is unique.
L_B, L_A: attenuation lengths in the film; L_A_sub: that of A in the substrate.
Lengths are in nm, densities in nm^-3, and line sensitivities are equal.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

BOHR_NM = physical_constants["Bohr radius"][0] * 1e9


def f_formula(x, k, c):
    return (1 - np.exp(-x)) / (c + (1 - c) * np.exp(-k * x))


def slope_sign(x, k, c):
    return c * np.exp(k * x) - (c - 1) - k * (c - 1) * (np.exp(x) - 1)


def find_peak(k, c):
    """Location of the maximum of f, for c > 1 and k < 1."""
    low = np.log(c / (c - 1)) / (1 - k)
    high = low + 1
    while slope_sign(high, k, c) > 0:
        high += 1
    return brentq(slope_sign, low, high, args=(k, c), xtol=1e-13)


def line_intensity(d, theta, n_film, L_film, n_sub, L_sub):
    """Integrate optical depth and escaping emission through both materials."""
    cosine = np.cos(theta)
    state = [0.0, 0.0]
    layers = [(d, n_film, L_film), (40 * L_sub * cosine, n_sub, L_sub)]
    for thickness, density, length in layers:
        def rates(z, y, density=density, length=length):
            return [1 / (length * cosine), density * np.exp(-y[0])]
        result = solve_ivp(rates, (0, thickness), state,
                           rtol=1e-10, atol=1e-12)
        assert result.success
        state = result.y[:, -1]
    return state[1]


# Model parameters
L_B, L_A, L_A_sub = 1.5, 3.0, 2.4
n_B, n_A_film, n_A_sub = 20.0, 40.0, 25.0
k = L_B / L_A
c = n_A_film * L_A / (n_A_sub * L_A_sub)
R_inf = n_B * L_B / (n_A_sub * L_A_sub)


def ratio_from_depth(d, theta, film_density_A):
    # The substrate contains no B, so its B attenuation length is irrelevant.
    film_line = line_intensity(d, theta, n_B, L_B, 0.0, 2.0)
    other_line = line_intensity(d, theta, film_density_A, L_A,
                                n_A_sub, L_A_sub)
    return film_line / other_line


# Depth integration against the ratio formula, clean and shared lines
for density_A in (0.0, 10.0, n_A_film):
    c_test = density_A * L_A / (n_A_sub * L_A_sub)
    for d in (0.4, 2.0, 6.0):
        for theta in (0.0, np.radians(35), np.radians(60)):
            x = d / (L_B * np.cos(theta))
            expected = R_inf * f_formula(x, k, c_test)
            direct = ratio_from_depth(d, theta, density_A)
            assert abs(direct / expected - 1) < 1e-6

# Numerical derivative against the sign function with its positive prefactor
for kk, cc, x in [(0.5, 2, 1.2), (0.5, 2, 4.0), (1.7, 3, 0.8), (0.6, 0, 2)]:
    numeric = mp.diff(lambda t: (1 - mp.exp(-t)) /
                      (cc + (1 - cc) * mp.exp(-kk * t)), x)
    denominator = cc + (1 - cc) * np.exp(-kk * x)
    analytic = np.exp(-(1 + kk) * x) * slope_sign(x, kk, cc) / denominator**2
    assert abs(float(numeric) - analytic) < 1e-9 * (1 + abs(analytic))

# Count solutions on curves built by accumulating the emission over depth
grid = np.linspace(0, 40, 40001)
count_tests = 0
for kk in (0.4, 0.7, 1.0, 1.5, 3.0):
    B_curve = cumulative_trapezoid(np.exp(-grid), grid, initial=0)
    A_film = cumulative_trapezoid(kk * np.exp(-kk * grid), grid, initial=0)
    for cc in (0.0, 0.5, 1.0, 1.5, 3.0):
        curve = B_curve / (np.exp(-kk * grid) + cc * A_film)
        if cc == 0:
            cases = [(0.1, 1), (1.0, 1), (20.0, 1)]
        elif cc > 1 and kk < 1:
            x_top = find_peak(kk, cc)
            top = f_formula(x_top, kk, cc)
            assert abs(grid[np.argmax(curve)] - x_top) < 0.02
            assert abs(curve.max() - top) < 1e-6
            cases = [(0.5 / cc, 1), (0.5 * (1 / cc + top), 2),
                     (1.05 * top, 0)]
        else:
            cases = [(0.5 / cc, 1), (0.95 / cc, 1), (1.05 / cc, 0)]
        if not (cc > 1 and kk < 1):
            assert np.all(np.diff(curve[grid < 8]) > 0)
        for level, expected_count in cases:
            above = curve > level
            crossings = np.count_nonzero(above[1:] != above[:-1])
            assert crossings == expected_count, (kk, cc, level, crossings)
            count_tests += 1

# Shared-line example: two thicknesses
x_peak = find_peak(k, c)
f_peak = f_formula(x_peak, k, c)
r_shared = 0.52
discriminant = (r_shared * (c - 1))**2 - 4 * (r_shared * c - 1)
v_thin = (r_shared * (c - 1) + np.sqrt(discriminant)) / 2
v_thick = (r_shared * (c - 1) - np.sqrt(discriminant)) / 2
d_thin, d_thick = -2 * L_B * np.log(v_thin), -2 * L_B * np.log(v_thick)
R_shared = r_shared * R_inf
for d in (d_thin, d_thick):
    assert abs(ratio_from_depth(d, 0.0, n_A_film) / R_shared - 1) < 1e-6
small_tilt = np.radians(10)
assert ratio_from_depth(d_thin, small_tilt, n_A_film) > R_shared * 1.0001
assert ratio_from_depth(d_thick, small_tilt, n_A_film) < R_shared * 0.9999
tilt = np.radians(45)
R_thin_tilt = ratio_from_depth(d_thin, tilt, n_A_film)
R_thick_tilt = ratio_from_depth(d_thick, tilt, n_A_film)

# Clean-line example: unique thickness and the equal-length estimates
r_clean = 2.0
d_clean = 2 * L_B * np.arcsinh(r_clean / 2)
d_numeric = brentq(lambda d: ratio_from_depth(d, 0.0, 0.0) / R_inf - r_clean,
                   0.1, 10, xtol=1e-9)
assert abs(d_clean - d_numeric) < 1e-5
d_equal_B = L_B * np.log(1 + r_clean)
d_equal_A = L_A * np.log(1 + r_clean)
d_same = 1.3
same_ratio = (line_intensity(d_same, 0, 1, L_B, 0, 2) /
              line_intensity(d_same, 0, 0, L_B, 1, L_B))
assert abs(L_B * np.log(1 + same_ratio) - d_same) < 1e-6


# Fixed-point iteration: a repelling unique root gives a false pair
def iterate(r, kk, start, steps):
    x = start
    for _ in range(steps):
        x = np.log(1 + r * np.exp((1 - kk) * x))
    return x


L_B_cycle, L_A_cycle, d_cycle = 3.0, 1.0, 4.0
k_cycle = L_B_cycle / L_A_cycle
x_cycle = d_cycle / L_B_cycle
r_cycle = f_formula(x_cycle, k_cycle, 0)
false_low = iterate(r_cycle, k_cycle, 0.0, 1000)
false_high = iterate(r_cycle, k_cycle, 0.0, 1001)
assert abs(iterate(r_cycle, k_cycle, false_low, 2) - false_low) < 1e-10
assert false_low < x_cycle - 0.1 and false_high > x_cycle + 0.1
for false_x in (false_low, false_high):
    assert abs(f_formula(false_x, k_cycle, 0) / r_cycle - 1) > 0.1
step = 1e-5
slope_numeric = (iterate(r_cycle, k_cycle, x_cycle + step, 1) -
                 iterate(r_cycle, k_cycle, x_cycle - step, 1)) / (2 * step)
slope_cycle = (1 - k_cycle) * (1 - np.exp(-x_cycle))
assert abs(slope_numeric - slope_cycle) < 1e-7
x_limit = np.log((k_cycle - 1) / (k_cycle - 2))
x_stable = 0.5
assert x_stable < x_limit < x_cycle
r_stable = f_formula(x_stable, k_cycle, 0)
assert abs(iterate(r_stable, k_cycle, 1.05 * x_stable, 400) - x_stable) < 1e-9
assert abs(iterate(r_clean, k, 0.0, 400) - d_clean / L_B) < 1e-9

print(f"L_B in film = {L_B:.1f} nm")
print(f"L_A in film = {L_A:.1f} nm")
print(f"L_A in substrate = {L_A_sub:.1f} nm")
print(f"density of B emitters in film = {n_B:.0f} nm^-3")
print(f"density of A emitters in film = {n_A_film:.0f} nm^-3")
print(f"density of A emitters in substrate = {n_A_sub:.0f} nm^-3")
print(f"k = {k:.3f} (dimensionless)")
print(f"c = {c:.3f} (dimensionless)")
print(f"R_inf = {R_inf:.3f} (dimensionless)")
print(f"solution-count tests passed = {count_tests} (count)")
print(f"shared line: x at maximum = {x_peak:.4f} (dimensionless)")
print(f"shared line: d at maximum, normal emission = {L_B*x_peak:.3f} nm")
print(f"shared line: lower edge of window in r = {1/c:.4f} (dimensionless)")
print(f"shared line: upper edge of window in r = {f_peak:.4f} (dimensionless)")
print(f"shared line: chosen r = {r_shared:.3f} (dimensionless)")
print(f"shared line: corresponding R = {R_shared:.4f} (dimensionless)")
print(f"shared line: discriminant = {discriminant:.4f} (dimensionless)")
print(f"shared line: v, thin root = {v_thin:.5f} (dimensionless)")
print(f"shared line: v, thick root = {v_thick:.5f} (dimensionless)")
print(f"shared line: thin solution = {d_thin:.3f} nm")
print(f"shared line: thin solution = {d_thin/BOHR_NM:.2f} bohr")
print(f"shared line: thick solution = {d_thick:.3f} nm")
print(f"shared line: thick solution = {d_thick/BOHR_NM:.2f} bohr")
print(f"tilt angle = {np.degrees(tilt):.0f} degrees")
print(f"R at tilt, thin solution = {R_thin_tilt:.4f} (dimensionless)")
print(f"R at tilt, thick solution = {R_thick_tilt:.4f} (dimensionless)")
print(f"clean line: chosen r = {r_clean:.3f} (dimensionless)")
print(f"clean line: unique thickness = {d_clean:.3f} nm")
print(f"clean line: unique thickness = {d_clean/BOHR_NM:.2f} bohr")
print(f"clean line: estimate with both lengths L_B = {d_equal_B:.3f} nm")
print(f"clean line: estimate with both lengths L_A = {d_equal_A:.3f} nm")
print(f"iteration case: L_B = {L_B_cycle:.1f} nm")
print(f"iteration case: L_A = {L_A_cycle:.1f} nm")
print(f"iteration case: k = {k_cycle:.3f} (dimensionless)")
print(f"iteration case: r = {r_cycle:.3f} (dimensionless)")
print(f"iteration case: true thickness = {d_cycle:.3f} nm")
print(f"iteration case: true x = {x_cycle:.4f} (dimensionless)")
print(f"iteration case: stability limit in x = {x_limit:.4f} (dimensionless)")
print(f"iteration case: slope at root = {slope_cycle:.4f} (dimensionless)")
print(f"iteration case: lower false value = {L_B_cycle*false_low:.4f} nm")
print(f"iteration case: upper false value = {L_B_cycle*false_high:.4f} nm")
print("verified")
```

Running it gives:

```
L_B in film = 1.5 nm
L_A in film = 3.0 nm
L_A in substrate = 2.4 nm
density of B emitters in film = 20 nm^-3
density of A emitters in film = 40 nm^-3
density of A emitters in substrate = 25 nm^-3
k = 0.500 (dimensionless)
c = 2.000 (dimensionless)
R_inf = 0.500 (dimensionless)
solution-count tests passed = 75 (count)
shared line: x at maximum = 2.6339 (dimensionless)
shared line: d at maximum, normal emission = 3.951 nm
shared line: lower edge of window in r = 0.5000 (dimensionless)
shared line: upper edge of window in r = 0.5359 (dimensionless)
shared line: chosen r = 0.520 (dimensionless)
shared line: corresponding R = 0.2600 (dimensionless)
shared line: discriminant = 0.1104 (dimensionless)
shared line: v, thin root = 0.42613 (dimensionless)
shared line: v, thick root = 0.09387 (dimensionless)
shared line: thin solution = 2.559 nm
shared line: thin solution = 48.36 bohr
shared line: thick solution = 7.098 nm
shared line: thick solution = 134.13 bohr
tilt angle = 45 degrees
R at tilt, thin solution = 0.2677 (dimensionless)
R at tilt, thick solution = 0.2542 (dimensionless)
clean line: chosen r = 2.000 (dimensionless)
clean line: unique thickness = 2.644 nm
clean line: unique thickness = 49.97 bohr
clean line: estimate with both lengths L_B = 1.648 nm
clean line: estimate with both lengths L_A = 3.296 nm
iteration case: L_B = 3.0 nm
iteration case: L_A = 1.0 nm
iteration case: k = 3.000 (dimensionless)
iteration case: r = 40.206 (dimensionless)
iteration case: true thickness = 4.000 nm
iteration case: true x = 1.3333 (dimensionless)
iteration case: stability limit in x = 0.6931 (dimensionless)
iteration case: slope at root = -1.4728 (dimensionless)
iteration case: lower false value = 0.0776 nm
iteration case: upper false value = 11.0045 nm
verified
```
